# Late-Time Extrapolation Bias in Atomic-Layer Etching with Slow Bare Sputtering

## The result

In the ion step of atomic-layer etching, ions remove a modified surface layer and then continue, more slowly, to sputter the material beneath. Let $h(t)$ be the area-averaged depth removed after exposure time $t$. At late times

$$
h(t)\to (d-r\tau)+rt ,
$$

where $d$ is the depth removed when the modified layer is cleared, $\tau$ is the mean time needed to clear a site, and $r$ is the sputter rate of a cleared site. The late line, extrapolated to zero exposure, has the intercept

$$
b=d-r\tau ,
$$

which lies below $d$ by $r\tau$. The reason is that bare sputtering starts late. The extrapolation subtracts bare sputtering for the whole exposure $t$, although an average site has been bare only for $t-\tau$.

Four assumptions define the model. Every site is modified at $t=0$. The ion flux and energy are constant, so that time measures exposure. A cleared site sputters at the constant rate $r$ and is not modified again. A site still covered loses no material from beneath its layer. Depths are counted as thickness of the original solid. Slow sputtering, $r\tau\ll d$, makes the bias small, but neither derivation needs it.

## First derivation: clearing times of single sites

Let a site be cleared at a random time $T$. Suppose first that its layer leaves in one event. The depth removed there is zero for $t<T$ and $d+r(t-T)$ for $t\ge T$. With $(x)_+$ equal to $x$ for positive $x$ and zero otherwise, the average over sites is

$$
h(t)=d\,P(T\le t)+r\,\langle (t-T)_+\rangle .
$$

Let $S(t)=P(T>t)$ be the fraction of sites still covered. The first term is then $d[1-S(t)]$. For the second, $(t-T)_+$ is the length of time before $t$ during which the site is bare. It is the integral over $s$, from $0$ to $t$, of a function equal to one when $T\le s$ and zero otherwise. The average of that function is $1-S(s)$, so

$$
\langle (t-T)_+\rangle=\int_0^t[1-S(s)]\,ds=t-\int_0^tS(s)\,ds .
$$

Hence

$$
h(t)=d[1-S(t)]+r\left[t-\int_0^tS(s)\,ds\right].
$$

The same argument without the upper limit gives the mean clearing time: $T$ is the total time for which the site is covered, so $\tau=\langle T\rangle=\int_0^\infty S\,ds$. If this mean is finite, then at late times $S\to0$ and the integral tends to $\tau$. The depth approaches $d+r(t-\tau)$, which is the stated line.

The distance still to go follows by subtraction:

$$
(d-r\tau+rt)-h(t)=d\,S(t)-r\int_t^\infty S(s)\,ds .
$$

The depth is close enough to its late line when both terms on the right are small compared with the bias $r\tau$. An intercept found from a measured slope can need a longer exposure, because the extrapolation multiplies any slope error by the time.

The layer need not leave in one event. If it comes off in pieces, $T$ is the time at which the last piece leaves. The pieces still add up to $d$, and bare sputtering still starts at $T$, so the late line is unchanged. For two successive half-layers with mean times of 4 s and 8 s, the bias contains their sum, $\tau=12$ s.

## Second derivation: rate equations

Now let clearing be first order: each covered site has the same constant chance per unit time, $1/\tau$, of being cleared. The covered fraction $\theta$ and the depth obey

$$
\frac{d\theta}{dt}=-\frac{\theta}{\tau},\qquad
\frac{dh}{dt}=\frac{d}{\tau}\theta+r(1-\theta).
$$

The two terms in the second equation are removal of the layer and sputtering of the bare fraction. The first equation gives $\theta=-\tau\,d\theta/dt$. Inserting this wherever $\theta$ stands in the second gives

$$
\frac{dh}{dt}=-d\,\frac{d\theta}{dt}+r+r\tau\frac{d\theta}{dt}
=r-(d-r\tau)\frac{d\theta}{dt}.
$$

Integration from $h(0)=0$ and $\theta(0)=1$ yields

$$
h(t)=(d-r\tau)[1-\theta(t)]+rt,\qquad \theta(t)=e^{-t/\tau}.
$$

As $\theta\to0$ the same line appears, and now the whole curve is known:

$$
h(t)=b\left(1-e^{-t/\tau}\right)+rt .
$$

This form shows three cases. For $r\to0$ the curve saturates at $d$ and there is no bias. For $r\tau=d$ the intercept vanishes and $h=rt$ from the start: layer and bare solid recede equally fast, so the curve carries no mark of the layer. For $r\tau>d$ the layer resists the ions more than the bare solid does. The intercept is then negative, and the curve approaches its late line from above.

Incomplete modification is also easy to include. If only a fraction $\theta_0$ is covered at the start, the integration gives $h=b(\theta_0-\theta)+rt$, and the intercept is $\theta_0 b$.

## What each derivation assumes

Both derivations assume a constant bare rate that starts on clearing. They differ in what they require of the clearing process. The first needs only a finite mean clearing time. It allows several steps, or sites that clear at different speeds, but it does not predict the shape of the transient. The second assumes a single rate constant and in return gives the complete curve, from which $\tau$ can be read unless $b=0$.

An ion-by-ion simulation tested the late line where the bias is large. It had 40,000 sites. Half of the hits on covered sites removed the layer, and half of the hits on bare sites removed 0.3 of a layer thickness. With time counted in ions per site, $\tau=1/0.5=2$ and $r=0.5\times0.3=0.15$ layer thicknesses per unit time. The predicted intercept is $1-0.15\times2=0.70$ layer thicknesses. A line fitted between 16 and 40 ions per site gave 0.6995, with a statistical error of about 0.004.

The difference in assumptions matters when $d$ is to be inferred from data. Suppose the layer has a larger thickness $d'>d$, and its covered fraction is

$$
S(t)=a\,e^{-t/\tau}+(1-a)\,e^{-rt/d'} .
$$

Differentiating the general expression for $h$ gives $dh/dt=-d'\,dS/dt+r(1-S)$. An exponential with time constant $s$ and weight $w$ therefore contributes $w(d'/s-r)e^{-t/s}$ to $dh/dt-r$. For the slow group $s=d'/r$, and the contribution vanishes: these sites lose their layer at an average rate $r$, just as bare sites do. The fast group leaves

$$
\frac{dh}{dt}=r+\frac{a(d'-r\tau)}{\tau}e^{-t/\tau}.
$$

This is the slope of the original curve if $a=b/(d'-r\tau)$. When $b>0$ and $d'>d$, this $a$ lies between zero and one, so the alternative is admissible. A removal curve therefore does not determine $d$ by itself. The correction needs a kinetic law, such as first-order clearing, or an independent measurement of the mean clearing time over all sites.

## Reading the thickness from a finite exposure

The late line equals $b+r\tau=d$ at $t=\tau$. The thickness is thus read at the mean clearing time instead of at zero. For first-order clearing, the gap between line and curve is $b\,e^{-t/\tau}$, so $\tau$ is the time at which the gap has fallen to $1/e$ of the intercept.

Stopping too early adds a second error. The tangent to the first-order curve at time $t$ has slope $r+(b/\tau)e^{-t/\tau}$. Its intercept is

$$
h-t\frac{dh}{dt}
=b\left(1-e^{-t/\tau}\right)+rt-rt-\frac{bt}{\tau}e^{-t/\tau}
=b\left[1-\left(1+\frac t\tau\right)e^{-t/\tau}\right].
$$

For $b>0$ and $t>0$ the bracket is less than one, so a finite exposure lowers the intercept further.

## The bias as a ratio of yields

Let $n$ be the atomic density of the solid and $\Gamma$ the ion flux. The layer holds $nd$ atoms of the solid per unit area, and first-order clearing removes them at the initial rate $nd/\tau$. The initial layer yield and the bare yield, in atoms per ion, are

$$
Y_{\rm layer}=\frac{nd}{\Gamma\tau},\qquad
Y_{\rm bare}=\frac{nr}{\Gamma},\qquad
\frac{r\tau}{d}=\frac{Y_{\rm bare}}{Y_{\rm layer}} .
$$

At fixed ion energy, if both yields are independent of flux, a higher flux shortens $\tau$ and raises $r$ in the same proportion. The product $r\tau$ does not change. A lower flux therefore does not cure the bias; a lower ratio of yields does. For the same reason a spread of flux across the wafer leaves the intercept alone, provided that even the weakly exposed regions have reached their late lines. Reading the averaged line at the averaged clearing time then gives slightly more than $d$, because the mean rate times the mean clearing time exceeds $r\tau$. With the example values below, the excess is about 0.0003 nm for fluxes spread evenly within 20% of the mean.

## Example: oxygen-modified amorphous carbon

Take $d=0.350$ nm, $\tau=12.0$ s and $r=0.0020$ nm/s. The bias is

$$
r\tau=0.0020\times12.0=0.024\ \text{nm}=0.24\ \text{Å},
$$

which is 6.9% of $d$. The intercept is $0.350-0.024=0.326$ nm.

A straight line fitted to seven noise-free points of the first-order curve between 60 and 180 s has intercept 0.3240 nm and slope 0.002013 nm/s. The further loss of 0.0020 nm comes from the remaining transient. At 60 s the curve still lies $0.326\,e^{-5}=0.0022$ nm below its late line, and later points lie closer to it, so the fitted line is too steep. The slope excess of $1.3\times10^{-5}$ nm/s, carried back from the mean time of 120 s, accounts for about 0.0016 nm; the rest is the mean depression of the points.

The gap to this fitted line falls to $1/e$ of the fitted intercept at 11.89 s. Reading the line there gives

$$
0.3240+0.002013\times11.89=0.348\ \text{nm},
$$

which is 0.6% below the true $d$, whereas the uncorrected fit is 7.4% below it. Real data need an accurate slope: with the mean point held fixed, a slope error of $0.024/120=0.0002$ nm/s, or 10% of $r$, shifts the intercept by as much as the whole bias.

The two-step layer shows the danger of a wrong time constant. Its initial slope is $(0.350/2)/4=0.04375$ nm/s, so $d$ divided by this slope is 8 s instead of 12 s. Its late line read at 8 s gives 0.342 nm.

The ambiguity is also visible in numbers. A layer of 0.400 nm with $a=0.326/(0.400-0.024)=0.867$ has 13.3% slow sites, with a clearing time of $0.400/0.0020=200$ s. Its curve agreed with that of the 0.350 nm layer to within $3\times10^{-12}$ nm at all times compared between 0 and 180 s.

For an ion current density of 0.10 mA/cm² the flux is $6.24\times10^{14}$ ions/(cm² s). With $1.003\times10^{23}$ carbon atoms/cm³, the layer contains $3.51\times10^{15}$ carbon atoms/cm². The yields are

$$
Y_{\rm layer}=\frac{3.51\times10^{15}}{6.24\times10^{14}\times12.0}=0.47,
\qquad Y_{\rm bare}=0.032
$$

carbon atoms per ion. Their ratio returns the 6.9% bias.

## Where the result changes

**Bare-rate loss under the layer.** If the loss $r$ ran over the whole area from $t=0$, in addition to removal of the layer, then $dh/dt=d\,\theta/\tau+r$. Integration gives $h=d(1-\theta)+rt$, whose intercept is $d$. The bias exists because covered sites are protected.

**Re-modification.** Let residual gas restore the full layer on cleared sites at rate $k$. Then

$$
\frac{d\theta}{dt}=-\frac\theta\tau+k(1-\theta),
$$

with steady value $\theta_\infty=k\tau/(1+k\tau)$ and relaxation rate $(1+k\tau)/\tau$. Since $dh/dt=r+(b/\tau)\theta$, the late slope is

$$
r+\frac b\tau\,\frac{k\tau}{1+k\tau}
=\frac{r+rk\tau+dk-rk\tau}{1+k\tau}
=\frac{r+dk}{1+k\tau}.
$$

The intercept is the time integral of the part of $dh/dt$ that decays:

$$
\frac b\tau(1-\theta_\infty)\frac{\tau}{1+k\tau}
=\frac{b}{(1+k\tau)^2}.
$$

Take an oxygen pressure of $10^{-7}$ Torr at 300 K, a reaction probability of 0.10, and one oxygen atom per carbon atom of the layer. The molecular flux is $3.585\times10^{13}$ per cm² and second, so

$$
k=\frac{2\times0.10\times3.585\times10^{13}}{3.51\times10^{15}}=2.04\times10^{-3}\ \text{s}^{-1},
$$

and $k\tau=0.0245$. The intercept falls by 0.015 nm to 0.311 nm, and the late slope rises to 0.00265 nm/s. This shift is nearly two thirds of the bias itself. To keep it to one tenth of the bias, the pressure must not exceed $1.5\times10^{-8}$ Torr under the same assumptions. One of these is that a cleared site regains its full layer in a single step. If it needs two equal stages with the same total mean time $1/k$, and sputters as a bare site until the second is complete, the late slope is the same but the late intercept is 0.233 nm. That line is reached only on the scale of $1/k\approx500$ s: at 180 s the curve is still 0.021 nm above it, and a fit between 60 and 180 s gives 0.304 nm, against 0.309 nm for the single step. As $k\to0$ the two-stage late intercept tends to $3b/4$, not to $b$, while the time needed to reach it grows without limit, so the pressure limit above holds for the single step only.

**A changing bare rate.** Suppose a site cleared for a time $u$ sputters at $r(1+f e^{-u/\tau_u})$. Each site eventually loses an extra depth $fr\int_0^\infty e^{-u/\tau_u}du=fr\tau_u$, and the intercept rises by that amount. For an assumed excess $f=0.20$ lasting $\tau_u=10$ s, this is 0.004 nm, one sixth of the bias and opposite to it. The exposure must then be long compared with $\tau_u$ as well as $\tau$.

## The model beside a real process

The parameters are round, rough values meant for amorphous carbon modified by oxygen and exposed to argon ions near 100 eV. A removal of a few tenths of a nanometre per cycle is a reasonable scale for such a process. The ion energy is deliberately high, so that bare sputtering matters; gentler operation uses some tens of eV. The bare yield is uncertain by a factor of several, because 100 eV is not far above the sputtering threshold, and the bias is proportional to it when the layer yield and $d$ are held fixed. The value 0.032 is at the high end: a semi-empirical formula for physical sputtering gives about 0.03 with a threshold of 40 eV but about 0.005 with one of 70 eV, which would make the bias about 1% of $d$. Full protection of the covered sites is doubtful: the path of a 100 eV argon ion in carbon is roughly 1 nm, longer than the layer is thick. Steady loss from beneath the layer, at a rate below $r$, would make the bias smaller than $r\tau$. The absence of re-modification is also a doubtful assumption, because a chamber soon after an oxygen step may hold more than $10^{-7}$ Torr of oxygen. At $10^{-6}$ Torr, with the other inputs unchanged, $k\tau=0.245$ and the intercept drops to $0.326/1.245^2=0.21$ nm, an error much larger than the bias. The ions also heat the wafer: they deliver 0.010 W/cm², which would warm an uncooled wafer of rough heat capacity 0.13 J/(cm² K) by 14 K in 180 s. That estimate leaves out radiative loss, which would lower it, and other heat from the plasma, which would raise it. The effect of temperature on the rates is not modelled. The remaining values are in the numerical output.

## Table of computed values

```
layer thickness d: 0.350 nm
clearing time tau: 12.0 s
bare sputter rate r: 0.0020 nm/s
bias r*tau: 0.0240 nm = 0.24 angstrom
bias / d: 6.86 %
late-line intercept (integrated): 0.3260 nm
late line read at tau: 0.3500 nm
simulation intercept: 0.6995 layer thicknesses
simulation, predicted: 0.7000 layer thicknesses
tangent time: 60 s; its intercept: 0.3128 nm
fit window: 60 to 180 s, 7 points
fit intercept: 0.3240 nm
fit slope: 0.002013 nm/s
fit-window shift of intercept: -0.0020 nm
tau found from 1/e gap: 11.89 s
d recovered: 0.3479 nm
two-step mean times: 4 s and 8 s
two-step intercept: 0.3260 nm
two-step d/initial slope: 8.00 s
two-step d from that time: 0.3420 nm
alternative thickness: 0.400 nm
its slow-site fraction: 0.1330
its slow clearing time: 200 s
largest curve difference: 2.6e-12 nm
intercept, bare loss everywhere: 0.3500 nm
ion energy: 100 eV
ion current density: 0.10 mA/cm2
ion flux: 6.242e+14 ions/(cm2 s)
carbon density (from 2.0 g/cm3): 1.003e+23 atoms/cm3
layer carbon: 3.510e+15 atoms/cm2
initial layer yield: 0.469 C atoms/ion
bare yield: 0.0321 C atoms/ion
residual O2 pressure: 1.0e-07 Torr
gas temperature: 300 K
O2 reaction probability: 0.10
O2 flux: 3.585e+13 molecules/(cm2 s)
re-oxidation rate k: 2.043e-03 1/s
k*tau: 0.0245
intercept with re-oxidation: 0.3106 nm
re-oxidation shift: -0.0154 nm
late slope with re-oxidation: 0.00265 nm/s
O2 pressure for shift = bias/10: 1.51e-08 Torr
bare-rate initial excess: 20 %
bare-rate relaxation time: 10 s
bare-transient shift: 0.0040 nm
flux spread: 0.8 to 1.2 of mean
intercept with flux spread: 0.3260 nm
ion power density: 0.0100 W/cm2
wafer heat capacity: 0.13 J/(cm2 K)
uncooled heating over window end time: 13.8 K
```
